# Hopping leakage from a sparse master equation, compared with kinetic Monte Carlo

## The situation

A thin interlayer dielectric under bias passes a small steady current. Suppose the carrier density in the film is low and known, so that motion through the interior sets the current, and that only localized states are within thermal reach there. A carrier then sits on one localized state after another and crosses the film by phonon-assisted hops. Site energies and hop distances vary, so the rates spread over many decades, and an average rate does not give the current. How can the steady current be computed from the individual rates, without a spurious current when the bias is removed?

The model is a cell of length $L$ along $x$ and volume $V$, containing $N$ sites and repeated periodically. Periodicity removes the contacts, so the result is a bulk property. It applies to a film much thicker than the distance a carrier drifts while its distribution over sites settles, a few tens of angstrom in the example below. The force on the carrier is $f>0$ along $+x$, whatever the sign of its charge. Carriers are independent, site energies $E_i$ are frozen, and the phonons stay at temperature $T$. Exclusion, Coulomb interaction, space charge and injection are left out. The algebra uses atomic units with $k_B=1$, so $T$ is an energy.

## Rates that respect equilibrium

Let $r_{ij}$ be the hop distance and $d_{ij}=-d_{ji}$ the *unwrapped* displacement along $x$: a hop through the cell boundary has the short displacement actually travelled. Each pair has at most one link, to the nearest periodic image, within a cutoff below half the cell length. The Miller–Abrahams rate from $i$ to $j$ is

$$W_{ij}=\nu e^{-2r_{ij}/a}e^{-\max(\Delta_{ij},0)/T},\qquad \Delta_{ij}=E_j-E_i-fd_{ij}.$$

Here $\nu$ is the attempt rate and $a$ the decay length of the localized amplitude. The work $fd_{ij}$ done by the force lowers the cost of a forward hop. Since $\max(\Delta,0)=(\Delta+|\Delta|)/2$,

$$W_{ij}=K_{ij}e^{-\Delta_{ij}/2T},\qquad K_{ij}=\nu e^{-2r_{ij}/a}e^{-|\Delta_{ij}|/2T}=K_{ji}.$$

Because $\Delta_{ji}=-\Delta_{ij}$, the symmetric factor cancels in the ratio:

$$\frac{W_{ij}}{W_{ji}}=e^{-\Delta_{ij}/T}.\tag{1}$$

At $f=0$, put $g_i=e^{-E_i/T}/Z$ with $Z=\sum_k e^{-E_k/T}$. Equation (1) gives $g_iW_{ij}=g_jW_{ji}$, so the Boltzmann distribution balances every link separately.

With a force this is impossible. Around a closed cycle that winds $w$ times through the cell, the energy differences cancel and the displacements add to $wL$. Hence

$$\sum_{\rm cycle}\ln\frac{W_{ij}}{W_{ji}}=\frac{wfL}{T}.\tag{2}$$

If every link were balanced, $W_{ij}/W_{ji}$ would equal $p_j/p_i$ and the sum would vanish. A winding cycle with $f\ne0$ therefore forces a circulating current.

Equation (1) needs both directions of every link. A distance cutoff supplies them. A list of the $k$ nearest neighbours of each site need not: $j$ may be among the nearest to $i$ while $i$ is not among the nearest to $j$. The flow $p_iW_{ij}$ on such a one-way link has no reverse flow to balance it, even at $f=0$. A distance cutoff cures this. So does adding every missing reverse link, or dropping the one-way links if the network stays connected. These repairs remove the zero-force current, but they do not restore pairs that the list omitted in both directions.

## The stationary equation

The occupation probabilities obey

$$\dot p_j=\sum_i p_iW_{ij}-\Gamma_jp_j,\qquad \Gamma_j=\sum_kW_{jk}.$$

In matrix form $\dot p=Gp$, with $G_{ji}=W_{ij}$ for $i\ne j$ and $G_{jj}=-\Gamma_j$. Each column of $G$ sums to zero, because probability leaving a site arrives elsewhere. One equation is thus minus the sum of the others. Choose a reference site $r$, set $p_r=1$, omit its equation, solve the rest and normalize.

The reduced matrix is nonsingular if the network is connected. To see this, let $h$ be a null vector of its transpose, extended by $h_r=0$. For $i\ne r$,

$$\sum_jW_{ij}(h_j-h_i)=0,$$

so $h_i$ is a weighted mean of its neighbours. If the largest $h_i$ were positive, all neighbours of that site would share the value. Following links to $r$ would give $h_r>0$, a contradiction. The same argument excludes a negative minimum, so $h=0$.

The solution is also positive. Taking absolute values in the stationary equation gives $\Gamma_j|p_j|\le\sum_i|p_i|W_{ij}$. Summed over $j$, both sides equal $\sum_i\Gamma_i|p_i|$, so equality holds for each $j$. Thus $|p|$ is stationary with $|p_r|=1$, and uniqueness gives $p=|p|$. If some $p_j$ vanished, every site feeding it would have to be empty, and following links back to $r$ would contradict $p_r=1$.

## From probabilities to current

The drift velocity is the mean displacement per unit time,

$$v=\sum_{ij}p_iW_{ij}d_{ij}=\tfrac12\sum_{ij}J_{ij}d_{ij},\qquad J_{ij}=p_iW_{ij}-p_jW_{ji}.\tag{3}$$

The second form follows by exchanging $i$ and $j$ in half of the sum.

To connect $v$ with a current, count the net crossings of the plane at $X$ and its periodic images. A hop contributes

$$c_{ij}(X)=\left\lfloor\frac{x_i+d_{ij}-X}{L}\right\rfloor-\left\lfloor\frac{x_i-X}{L}\right\rfloor.$$

Write each floor as its argument minus a fractional part. Over one period in $X$ the fractional parts have equal integrals, so $\int_0^Lc_{ij}\,dX=d_{ij}$. The flux $\Phi(X)=\sum_{ij}p_iW_{ij}c_{ij}(X)$ therefore integrates to $v$. Moving the plane past a site changes $\Phi$ by that site's net outflow, which is zero in the steady state. Hence $\Phi=v/L$ at every plane. One carrier per cell gives the particle current density $\Phi/(V/L)=v/V$; at carrier density $n$ it is $nv$. The magnitude of the electric current density is $nv$ times the elementary charge.

The energy balance fixes the sign. Define $\phi_i=E_i+T\ln p_i$. By (1),

$$T\ln\frac{p_iW_{ij}}{p_jW_{ji}}=\phi_i-\phi_j+fd_{ij}.$$

Multiply by $J_{ij}/2$ and sum. The $\phi$ terms give $\sum_i\phi_i\sum_jJ_{ij}=0$, leaving

$$\frac T2\sum_{ij}J_{ij}\ln\frac{p_iW_{ij}}{p_jW_{ji}}=fv.\tag{4}$$

Each term has the form $(A-B)\ln(A/B)\ge0$, so $fv\ge0$: the heat given to the phonons is the work done by the force.

## Weak and strong force

For weak force write $p_i=g_i(1+\psi_i)$, with $\psi_i$ of order $f$. Define the symmetric weight $s_{ij}=K_{ij}e^{-(E_i+E_j)/2T}/Z$. Then $g_iW_{ij}=s_{ij}e^{fd_{ij}/2T}$, and

$$J_{ij}=s_{ij}\left[(1+\psi_i)e^{fd_{ij}/2T}-(1+\psi_j)e^{-fd_{ij}/2T}\right]
\simeq s^0_{ij}\left(\psi_i-\psi_j+\frac{fd_{ij}}T\right).$$

The bracket is already of first order, so the change of $K_{ij}$ with force enters later; $s^0$ is the zero-force value. Set $\psi_i=-f\chi_i/T$. Conservation at each site, divided by $g_i$, becomes

$$\sum_jW^0_{ij}(d_{ij}+\chi_j-\chi_i)=0.\tag{5}$$

Equation (3) now gives $v=(f/2T)\sum_{ij}s^0_{ij}(d_{ij}+\chi_j-\chi_i)d_{ij}$. By (5), replacing the last $d_{ij}$ by $d_{ij}+\chi_j-\chi_i$ adds zero. Therefore

$$v\simeq\frac{fD}{T},\qquad D=\frac12\sum_{ij}g_iW^0_{ij}(d_{ij}+\chi_j-\chi_i)^2.\tag{6}$$

This $D$ is the diffusion constant. At zero force, the unwrapped position plus $\chi$ of the occupied site has no mean drift from any site, by (5). Its increments are uncorrelated and its variance grows as $2Dt$. The bounded $\chi$ does not alter that growth rate.

For strong force the linear law must fail. Dropping backward hops from (3) and using $W_{ij}\le\nu e^{-2r_{ij}/a}$ gives

$$v\le\max_i\sum_{d_{ij}>0}\nu e^{-2r_{ij}/a}d_{ij},$$

which does not depend on $f$. A chain of equal sites with spacing $b$ and nearest-neighbour hops shows both limits. With $\nu_b=\nu e^{-2b/a}$, the forward rate is $\nu_b$ and the backward rate $\nu_be^{-fb/T}$, so

$$v=b\nu_b(1-e^{-fb/T}).$$

For $fb\ll T$ this is $\nu_bb^2f/T$, in agreement with (6) for $\chi=0$. For $fb\gg T$ it saturates at $b\nu_b$. The chain makes a convenient unit test.

## Monte Carlo estimator

Kinetic Monte Carlo follows carriers with the same rates. At site $i$ the dwell time is exponential with mean $1/\Gamma_i$, and the destination is $j$ with probability $W_{ij}/\Gamma_i$.

Counted by hops, the stationary site distribution is $\pi_i=p_i\Gamma_i/R$, with $R=\sum_kp_k\Gamma_k$, since $\sum_ip_i\Gamma_i(W_{ij}/\Gamma_i)=p_j\Gamma_j$. The mean displacement per hop is $v/R$ and the mean time per hop is $1/R$. Their ratio is $v$, so the estimator for $m$ walkers is

$$\hat v=\frac{\sum_wX_w}{\sum_wt_w},\qquad
\delta v=\frac{\sqrt{\frac{m}{m-1}\sum_w(X_w-\hat vt_w)^2}}{\sum_wt_w}.$$

The error formula follows from $\hat v-v=\sum_w(X_w-vt_w)/\sum_wt_w$, with independent walkers. Replacing $X_w$ by the time integral of the site energy gives the mean energy.

## Pseudocode

```
links = all ordered pairs with r < cutoff < L/2
for each link (i,j):
    cost = E[j] - E[i] - f*d[i,j]
    W[i,j] = nu*exp(-2*r/a - max(cost,0)/T)
require: links symmetric, network connected

G[j,i] = W[i,j];  G[i,i] = -sum_j W[i,j]
ref = site of lowest energy;  p[ref] = 1
solve G[rest,rest] p[rest] = -G[rest,ref]
p = p / sum(p)
v = sum over links of p[i]*W[i,j]*d[i,j]

for each walker, from a random site:
    repeat burn-in + counted hops:
        t = exponential variate / Gamma[i]
        choose j with probability W[i,j]/Gamma[i]
        if counted: time += t;  X += d[i,j]
        i = j
v_KMC = sum(X) / sum(time)
```

## Cost and stability

With $z$ links per site, storing $G$ takes $O(Nz)$ memory. For short links in three dimensions, a plane that divides the network contains of order $N^{2/3}$ sites. Eliminating that plane as a dense block costs $O(N^2)$ operations and $O(N^{4/3})$ memory, which sets the scaling of direct elimination with a dividing-plane ordering.

Monte Carlo needs little memory, but its signal fades at weak force. After total walker time $t$ the drift is $vt$ and the spread about $\sqrt{2Dt}$. In the weak-force limit, (6) gives a relative error of $(T/f)\sqrt{2/(Dt)}$, so halving the force there requires four times the walker time at fixed relative error. At stronger force the spread itself depends on the force, and this simple scaling no longer holds. This can set in early: in the network below, at a force where $v$ is only 5% above the linear law, the standard error is already about 40% larger than at zero force.

The lowest-energy site is a good reference because at zero force every other unnormalized probability is then at most one. A reference with tiny probability would make the others huge, and at very low temperature they could overflow.

## A worked network

The parameters are round model values, not fitted to any dielectric; the site density, about $10^{21}$ per cm³, and all currents below belong to the model. The cell is a cube with $L=80$ angstrom, holding 512 sites on a cubic lattice of spacing 10 angstrom, each coordinate shifted uniformly by up to 1 angstrom. Energies are Gaussian with standard deviation $\sigma=0.08$ eV. Further, $a=3$ angstrom, $\nu=10^{13}$ per second, the cutoff is 19 angstrom and the temperature is 400 K, so $T=0.0345$ eV. Sparse elimination gives $v$; Monte Carlo uses 2000 walkers with 1500 burn-in and 6000 counted hops each. Forces are in eV/angstrom and velocities in $10^{10}$ angstrom/s.

| $f$ | $v$, master | $v$, Monte Carlo | $vT/(fD)$ |
|---|---|---|---|
| 0.002 | 0.722 | 0.722 ± 0.002 | 1.05 |
| 0.005 | 2.130 | 2.136 ± 0.004 | 1.24 |
| 0.010 | 6.040 | 6.031 ± 0.008 | 1.75 |

The differences are at most 1.25 standard errors. At zero force Monte Carlo gives $(-1.2\pm1.6)\times10^7$ angstrom/s, consistent with no current. The master equation gives a residual velocity of order $10^{-16}$ relative to the mean absolute hop speed $\sum_{ij}p_iW_{ij}|d_{ij}|$, which is rounding error.

Solving (5) gives $D=1.19\times10^{11}$ angstrom²/s, hence $D/T=3.45\times10^{12}$ angstrom²/(eV s). At $f=0.010$ eV/angstrom (1 MV/cm) the linear law predicts $3.45\times10^{10}$ angstrom/s, and the actual velocity is 1.75 times this value. Over one lattice spacing the force does 0.10 eV of work, about three times $T$, so linear response is not expected to hold. The mean site energy rises from $-0.157$ eV at zero force to $-0.119$ eV. Easier release from deep sites would explain both changes, but the calculation does not isolate that cause.

For a carrier density of $10^{-13}$ per cubic angstrom, the particle current density at this force is

$$nv=10^{-13}\times6.04\times10^{10}=6.04\times10^{-3}\ \text{angstrom}^{-2}\,\text{s}^{-1}.$$

Multiplying by $10^{16}$ angstrom²/cm² and $1.602\times10^{-19}$ C gives $9.7\times10^{-6}$ A/cm². The density is an input held fixed with force; field-dependent generation of carriers would add its own force dependence. The largest site occupation is $7\times10^{-9}$, so exclusion is negligible here.

## Failure modes

**One-way links.** Keeping the 12 nearest neighbours of each site leaves 400 one-way links among 6144. At zero force this network has a false velocity of $-6.3\times10^7$ angstrom/s. This zero-force offset alone is about 0.9% of the true velocity at 0.002 eV/angstrom. It stays finite as the force goes to zero, while the true velocity vanishes, so it dominates at weak enough force. At finite force the error is much larger than the offset: at 0.002 eV/angstrom this list gives $5.79\times10^9$ angstrom/s against $7.22\times10^9$, or 20% low. Most of the deficit comes from pairs dropped in both directions. Adding the missing reverse links removes the offset but still gives $6.20\times10^9$, or 14% low.

**Wrapped displacements.** If $d_{ij}$ in (3) is replaced by the coordinate difference $x_j-x_i$ inside one cell, the sum becomes $-\sum_ix_i\sum_jJ_{ij}=0$. The current vanishes at any force. Using the same difference in $\Delta_{ij}$ makes the force a single-valued potential, whose steady state is again an equilibrium.

**Too small a cell.** Eight other disorder samples at 0.010 eV/angstrom give a mean velocity of $6.1\times10^{10}$ angstrom/s with a standard deviation of $1.2\times10^{10}$, or 20%. The Monte Carlo error of about 0.1% describes one fixed network, not the disorder average. Extending the cutoff to 26 angstrom raises $v$ by 1.5% and $D$ by 2%, much less than the sample spread; 39 angstrom adds less than 0.1% more. The values $D=1.19\times10^{11}$ angstrom²/s and 1.75 also belong to this one sample. Over 30 cells of the same size $D$ has mean $1.07\times10^{11}$ and standard deviation $0.30\times10^{11}$, and $vT/(fD)$ at 0.010 eV/angstrom ranges from 1.4 to 3.1. A few cells with 12 to 24 sites per side give mean $D$ between $0.9\times10^{11}$ and $1.0\times10^{11}$.

The energies show why size matters. In an infinite sample, the Gaussian density times $e^{-E/T}$ is a Gaussian of the same width centred at $-\sigma^2/T=-0.186$ eV. The lowest site here lies at $-0.230$ eV, 0.56 standard deviations below that centre. About 29% of the infinite-sample equilibrium weight lies deeper still and is missing from this cell. Weak-force mobilities should therefore be checked against cell size as well as averaged over several samples.

**Too many carriers.** When occupations are not small, exclusion couples the carriers and the linear equation no longer applies. Replacing the flow by $p_iW_{ij}(1-p_j)$, with $p_i$ now the mean occupation, neglects correlations between sites. A difference from many-carrier Monte Carlo can then be a real error of the mean-field closure, not sampling noise.
